Saturated Void Volume in a Confined Electromigration Line

A silver line 20 µm long carries 1 MA/cm² at 500 K, and a void opens at its cathode end. In the model treated here the void is 25 nm long after one hour and 73 nm after five, but it never passes 124 nm, or 0.62% of the line, although the current keeps flowing. What stops it, and what sets the final length?

**The line and its conventions**

The line runs from the cathode end x = 0 to the anode end x = L and has uniform cross-section A. Electrons flow toward +x, so the conventional current density is −j, with j > 0 its magnitude. The field is E = −ρj, where ρ is the resistivity. The force on an atom is Z*eE, with e > 0 the elementary charge and Z* the effective charge number. Here Z* is negative, because momentum transfer from the electrons dominates, and the force points toward +x with magnitude

F = |Z*| e ρ j.  (1)

Both ends block atoms, as a diffusion barrier does. Stress σ means hydrostatic stress, positive in tension. SI and engineering units are used, since atomic units would be unnatural at this scale.

Inserting an atom of volume Ω into material under tension σ lets the stress do work σΩ, which lowers the chemical potential:

μ = μ₀ − Ωσ.  (2)

An atom is therefore driven by the total force F − ∂μ/∂x = F + Ω ∂σ/∂x. Its mean drift velocity is D/(kT) times this force, where D is the effective diffusivity. With 1/Ω atoms per volume, the atom flux is

J = (D/(ΩkT)) (F + Ω ∂σ/∂x).  (3)

Atoms drift with the electron wind and toward tension.

The surroundings hold the volume of the line nearly fixed, so added atoms cause compression. Let C be the number of atoms per volume. For small changes,

dC/C = −dσ/B.  (4)

This defines B, an effective modulus that includes the compliance of the surroundings. It is taken as uniform.

Conservation of atoms reads ∂C/∂t = −∂J/∂x. By equation (4), with C = 1/Ω to leading order, the left side is −(1/(ΩB)) ∂σ/∂t. Hence

∂σ/∂t = BΩ ∂J/∂x.  (5)

Now define the gradient G = F/Ω = |Z*|eρj/Ω. Equation (3) becomes J = (D/kT)(G + ∂σ/∂x), and equation (5) becomes

∂σ/∂t = ∂/∂x [κ(∂σ/∂x + G)],  κ = DBΩ/(kT).  (6)

Stress thus diffuses with diffusivity κ, which exceeds D by the factor BΩ/(kT), about 75 in the example.

**Before the void: what nucleation requires**

Let the line start with uniform tension σ_T, for instance from cooling. While both ends block, J(0) = J(L) = 0. Integrating equation (5) over the line then gives d/dt ∫σ dx = 0, so the mean stress remains σ_T. In the steady state J vanishes everywhere, which requires ∂σ/∂x = −G. The straight line with this slope and mean σ_T is

σ(x) = σ_T + G(L/2 − x).  (7)

The cathode end tends to σ_T + GL/2. It approaches this value from below. To see this, set p = ∂σ/∂x + G. Differentiating equation (6) gives ∂p/∂t = ∂²(κp)/∂x². At the start p = G > 0 inside the line, and p = 0 at the blocked ends, so diffusion keeps p from becoming negative. Because κp rises from zero at x = 0, equation (6) gives ∂σ/∂t ≥ 0 there.

If a void nucleates when the end stress reaches a critical value σ_c, nucleation in finite time therefore requires

σ_T + GL/2 > σ_c.  (8)

For σ_T = 0 this is a condition on the product jL:

jL > 2σ_cΩ/(|Z*|eρ).  (9)

**After nucleation: counting the missing atoms**

The void surface is free. If its curvature is neglected, the stress there drops to zero:

σ(0, t) = 0.  (10)

The void is assumed to relieve the stress over the whole cross-section, while a conducting liner carries the current past it. The current density in the remaining metal is held at j. The anode still blocks, so J(L) = 0.

Atoms leave the void surface at the rate J(0)A, and each vacates a volume Ω. The void volume V therefore grows as

d(V/A)/dt = ΩJ(0).  (11)

Integrate equation (5) over the line, treating its length as L because the void is short:

d/dt ∫σ dx = BΩ[J(L) − J(0)] = −BΩJ(0) = −B d(V/A)/dt.  (12)

The sum V/A + (1/B)∫σ dx is therefore constant. At nucleation V = 0 and the mean stress is still σ_T, so the constant is σ_T L/B:

V/A = σ_T L/B − (1/B) ∫₀ᴸ σ dx.  (13)

Every atom missing from the void is stored in the line, where it raises the compression or reduces the tension.

Growth ends when J(0) = 0. In the steady state equation (5) makes J uniform, and the blocked anode makes it zero. Then ∂σ/∂x = −G, and with equation (10)

σ(x) = −Gx.  (14)

The integral is ∫₀ᴸ(−Gx)dx = −GL²/2. For a line that starts free of stress, equation (13) gives

V/A = GL²/(2B) = |Z*| e ρ j L²/(2BΩ).  (15)

This is the saturated void volume per line area, which is a length. One factor L comes from the stress needed to balance the wind over the line, and the other from the length of metal that stores atoms. The factor 1/2 is the area of the triangular stress profile.

Neither σ_c nor D appears. The critical stress decides whether the void forms. Together with the diffusivity it decides when, and the diffusivity also sets the time scale of growth. The end state follows from zero flux and from the atom count. This holds even if D varies along the line, provided it vanishes nowhere, since equation (14) needs J = 0 whatever the factor in front.

Equations (8) and (15) together have a consequence. For σ_T = 0 the saturated length is (L/B)(GL/2), and nucleation requires GL/2 > σ_c. Hence

V/A > σ_c L/B.  (16)

At fixed j, a void that has been able to nucleate cannot saturate at an arbitrarily small size. Just above threshold its final volume is already finite.

**Initial tension and curvature of the void**

Two changes keep the same argument. The first is initial tension, already present in equation (13). The second is curvature. Returning an atom to the surface of a spherical void of radius r reduces the void volume by Ω and its area by 2Ω/r. With surface energy γ, the chemical potential at the surface is μ₀ − 2γΩ/r. Comparison with equation (2) shows that the metal there is in equilibrium under the tension

σ_γ = 2γ/r.  (17)

The steady profile becomes σ = σ_γ − Gx, and equation (13) gives

V/A = GL²/(2B) + (σ_T − σ_γ)L/B.  (18)

Initial tension enlarges the void, because the line can take up more atoms before the wind is balanced. Capillary tension makes it smaller. Equation (15) is the case in which both are negligible, or in which they cancel.

**How the end state is approached**

Take κ uniform and write u = σ + Gx, the departure from the final profile (14). Equation (6) becomes ∂u/∂t = κ ∂²u/∂x², with u = 0 at x = 0 and ∂u/∂x = 0 at x = L. The functions that satisfy both conditions are sin(k_n x) with k_n = (2n + 1)π/(2L), n = 0, 1, 2, …, and each decays at the rate κk_n². The slowest has the time constant

τ = 1/(κk₀²) = 4L²/(π²κ).  (19)

For σ_T = 0, subtracting equation (13) from equation (15) shows that the volume still to be gained is (1/B)∫u dx. It therefore decays as exp(−t/τ) at late times, if the slowest mode is present. It is: before nucleation ∂u/∂x = p ≥ 0, so at nucleation u ≥ σ_c > 0 along the line, and its overlap with the positive function sin(πx/2L) cannot vanish.

**The silver line in numbers**

The inputs are rough typical values: |Z*| = 5, ρ = 4 µΩ cm, B = 30 GPa and σ_c = 100 MPa. A cubic cell of edge 0.41 nm holding four atoms gives Ω = 0.0172 nm³. The line is 200 nm wide and thick.

The wind force is 5 × (4×10⁻⁸ Ω m) × (10¹⁰ A/m²) × e = 0.002 eV/µm. Divided by Ω, it gives G = 18.6 MPa/µm. Over 20 µm the stress difference is GL = 372 MPa, so a blocked line tends to 186 MPa at its cathode end. This exceeds σ_c. Equivalently, jL = 2000 A/cm exceeds the threshold of 1075 A/cm. Equation (15) gives

V/A = (372 MPa × 20 µm)/(2 × 30 GPa) = 124 nm.

Multiplied by A = 0.04 µm², this is a void of 0.0050 µm³. The bound (16) is 100 MPa × 20 µm/30 GPa = 67 nm.

For the times, D = 10⁻¹² cm²/s is assumed as an order of magnitude. Nucleation then takes 0.85 h. Growth to half the final volume takes a further 3.8 h, to 90% 13.45 h and to 99% 27.3 h, all counted from nucleation. The last two differ by 13.8 h, which is τ ln 10 with τ = 6.0 h: the slowest mode alone governs this stretch. At fixed other inputs all these times scale as 1/D.

These times come from numerical integration of equation (6) on 100 cells, through blocked stressing, nucleation and growth, with the void found by accumulating the surface flux (11). The final length agrees with equation (15) within the required one part in 10⁵. The same test holds when σ_c is raised to 0.4GL, or 149 MPa, and when D is multiplied by 1 + 0.8 sin(7x/L). The numerical output lists the final length for the example and for the uneven diffusivity.

**When the anode gives way**

Saturation needs the anode to bear the compression GL = 372 MPa. Suppose instead that the metal extrudes there once the compression reaches σ_x < GL, which holds the anode stress at −σ_x. The steady profile then runs from 0 to −σ_x with slope −σ_x/L, and the flux no longer vanishes. Equations (3) and (11) give

d(V/A)/dt = (κ/B)(G − σ_x/L).  (20)

While the void is short compared with the line, it keeps growing at this rate. For an illustrative σ_x = 300 MPa the bracket is 18.6 − 15.0 = 3.6 MPa/µm, and with κ = 7.5×10⁻¹¹ cm²/s the growth rate is about 3 nm per hour. A line that would have stopped at 124 nm adds that length again in less than two days. In this model growth ends only when the remaining metal is so short that the anode can balance the wind again, at a length σ_x/G = 16 µm. The void is then about 4 µm long. This end point is formal, because the heating of the liner over so long a void is left out. If the heat flowed only straight down through the dielectric described below, the liner would warm by more than 100 K. Sideways spreading lowers this figure, but the constant temperature assumed here may still fail.

**The length of the void itself**

The derivation treated the line as having length L after part of it had become void. To size the error, let the void have length ℓ and let the density follow C = C₀ exp(−σ/B), the integrated form of equation (4). Hold F, B and the Ω in equation (2) fixed. The stress is −G(x − ℓ) for x > ℓ, and the atoms that once filled L must fit into L − ℓ:

∫ from ℓ to L of exp[G(x − ℓ)/B] dx = L.  (21)

The integral is (B/G){exp[G(L − ℓ)/B] − 1}. Solving for ℓ,

ℓ = L − (B/G) ln(1 + GL/B).  (22)

With g = GL/B and ln(1 + g) = g − g²/2 + g³/3 − …, this becomes

ℓ/L = 1 − (1 − g/2 + g²/3 − …) = g/2 − g²/3 + ….  (23)

The first term is equation (15), and the relative correction is −2g/3. Here g = 372 MPa/30 GPa = 0.0124, and equation (22) gives 123 nm, a reduction of 0.8%. The small parameter of the theory is thus GL/B, to first order the relative excess of atoms at the anode.

**Heat and resistance at the void**

Joule heating of the intact line is slight. The power per area of its base is ρj² times the thickness, or 0.8 W/mm². Through 500 nm of dielectric with conductivity 1 W/(m K), it raises the temperature by 0.4 K if the heat flows only straight down, and by less if it also spreads sideways.

The void is different, because there the whole current I = jA = 0.4 mA passes through the liner. Take a liner 10 nm thick on the bottom and both sides, with resistivity 200 µΩ cm. Along 124 nm of void its resistance is R = 41 Ω, if the crowding of current at the liner ends is neglected, and it dissipates I²R = 6.6 µW. If this heat leaves through the two liner ends, the midpoint is hotter than the ends by I²Rℓ/(8k_lA_l), where k_l and A_l are the liner's heat conductivity and cross-section. With k_l estimated from the Wiedemann–Franz law, the rise is 2.8 K.

If all the heat then enters the silver on one side and leaks through the dielectric, the silver next to the void warms by at most 3.0 K, the value for heat flowing only straight down. A temperature gradient adds a force −(Q*/T) ∂T/∂x on each atom, where Q* is the heat of transport. Balancing it in equation (3) changes the stress by at most |Q*|ΔT/(TΩ), where ΔT is the warming at the void. For an assumed Q* of 0.1 eV, V/A changes by at most 3.7 nm, or 3%.

The resistance matters far more. The intact line has 20 Ω, so the saturated void would triple the total. Equation (15) applies if the supply keeps the current fixed. Suppose instead that the voltage across the line is fixed, and let y be the final current divided by the initial one. The void length, and with it the liner resistance, is then proportional to y in the steady state:

y = 20/(20 + 41y), or 41y² + 20y − 20 = 0.  (24)

The positive root is y = 0.50, and the stationary void is about 60 nm, half the fixed-current value. It lies below the bound (16), which assumed that the current after nucleation equals the current before it.

**Beside a real line**

The temperature and current density chosen resemble an accelerated test more than normal service, and the resistivity is above that of bulk silver, as expected in a narrow line. The modulus depends on the surroundings: at fixed other inputs, a dielectric soft enough to halve B doubles the void. The diffusivity is assumed only to an order of magnitude, but it affects the times and not the final size.

A real line can be under stress at the start. If the stress-free temperature lies 50 K above the operating temperature and the linear expansion mismatch is 16 ppm/K, the volume misfit is 3 × 16×10⁻⁶ × 50 = 0.0024. This gives σ_T = 72 MPa and adds 48 nm to the void. In the other direction, a void surface with γ = 1.1 J/m² and a radius of half the line width has σ_γ = 22 MPa, which removes 15 nm. By equation (18) the two together give 157 nm, 27% above equation (15). Among the effects that equation (15) leaves out and that are sized here for a line with a sound anode, a supply of fixed voltage instead of fixed current moves the result most, followed by the initial stress.

**Two limits on current**

Suppose a circuit tolerates a void of length δ. With fixed current, a sound anode, and negligible σ_T and σ_γ, equation (15) allows

jL² ≤ 2BΩδ/(|Z*|eρ).  (25)

Avoiding the void altogether limits jL instead, by equation (9). For the 20 µm line, nucleation is avoided up to 0.54 MA/cm². If δ = 100 nm is tolerable, the limit rises to 100/124 = 0.81 MA/cm². This gain exists only for lines shorter than Bδ/σ_c, here 30 µm. By the bound (16), any void that nucleates in a longer line grows past δ.

The tolerance δ must come from the circuit. Suppose a resistance increase of 10%, or 2 Ω, counts as failure. In the model, where the void spans the cross-section from the start, this increase is reached when the void is about 6 nm long. The line then fails within the first hour after nucleation, and the fact that the void would later have saturated does not save it. A compact void that leaves metal beside it raises the resistance less, so a real line can last longer. Its tolerance depends on the shape of the void as well as on its volume.

Values computed for the example and the checks

```
Temperature: 500 K
Lattice constant: 0.41 nm
Atomic volume: 0.01723 nm^3
Effective charge magnitude: 5 (number)
Resistivity: 4 uOhm cm
Current density: 1 MA/cm2
Line length: 20 um
Line width and thickness: 200 nm
Effective modulus: 30 GPa
Critical stress: 100 MPa
Assumed diffusivity: 1e-12 cm2/s
Wind force per atom: 0.002 eV/um
Stress gradient G: 18.6 MPa/um
Blocked-end stress limit: 186 MPa
Example j L: 2000 A/cm
Nucleation threshold j L: 1075 A/cm
Saturated V/A, formula: 123.98 nm
Saturated V/A, transport: 123.98 nm
Same, uneven diffusivity: 123.98 nm
Saturated void volume: 0.004959 um^3
Void length / line length: 0.6199 %
Lower bound on V/A: 66.67 nm
Anode compression: 371.9 MPa
Stress diffusivity kappa: 7.488e-11 cm2/s
Nucleation time: 0.846 h
Late time constant: 6.014 h
V/A 1 h after nucleation: 25.33 nm
V/A 5 h after nucleation: 73.48 nm
V/A 20 h after nucleation: 119.8 nm
Growth time to 50%: 3.767 h
Growth time to 90%: 13.45 h
Growth time to 99%: 27.29 h
Scaled late decay rate, transport: 2.4674 (number)
Scaled late decay rate, mode: 2.4674 (number)
Offset from stress-free temperature: 50 K
Linear expansion mismatch: 16 ppm/K
Thermal tension: 72 MPa
Thermal change of V/A: 48 nm
Surface energy: 1.1 J/m2
Capillary tension: 22 MPa
Capillary change of V/A: -14.67 nm
V/A with both tensions, transport: 157.3 nm
V/A from finite-void atom count: 122.97 nm
Finite-void correction: -0.819 %
Dielectric thickness: 500 nm
Dielectric heat conductivity: 1 W/(m K)
Joule heating of line: 0.4 K
Liner thickness: 10 nm
Liner resistivity: 200 uOhm cm
Liner midpoint rise above its ends: 2.8 K
Silver rise beside void: 2.99 K
Assumed heat of transport: 0.1 eV
Thermomigration size in V/A: 3.71 nm
Line resistance before void: 20 Ohm
Liner resistance at void: 41.33 Ohm
```
